# Curie–Weiss Divergence at the Second Transition of a Trilinear-Coupled Improper Ferroelectric

In some layered crystals built from oxygen octahedra, the polarization is not the quantity that becomes unstable on cooling. The octahedra turn in two patterns, a rotation about the layer normal and a tilt about an axis in the layer, and a polarization appears when both are present. If rotation and tilt set in at the same temperature, the permittivity gives little warning. If the rotation sets in first and the tilt follows continuously at a lower temperature, the second transition looks quite different to a capacitance bridge, and the rotation already present decides how strong the signal is.

Let $R$ be the rotation amplitude, $Q$ the tilt amplitude and $P$ the polarization along the polar axis. Both angular patterns alternate from cell to cell, so that a certain lattice translation reverses $R$ and $Q$ and leaves $P$ alone. We assume that another operation of the parent crystal keeps $R$ and reverses $Q$ and $P$. A term $R^mQ^nP$ survives the first operation if $m+n$ is even, and the second if $n$ is odd. Hence $m$ and $n$ are both odd, and up to fourth order the one invariant linear in $P$ is $RQP$. The energy density in a macroscopic field $E$ along the polar axis is taken as

$$
F=\tfrac12a_RR^2+\tfrac14b_RR^4+\tfrac12a_QQ^2+\tfrac14b_QQ^4+\tfrac12cR^2Q^2+\frac{P^2}{2X}+gRQP-EP,
$$

with $a_R=\alpha_R(T-T_R)$, $a_Q=\alpha_Q(T-T_Q)$, $T_R>T_Q$, and positive $\alpha_R,\alpha_Q,b_R,b_Q$. The background response is $X=\varepsilon_0\chi_b$, positive and independent of temperature, so $P$ has no instability of its own. Strain is absorbed in the quartic coefficients. The allowed terms $Q^2P^2$ and $P^4$ are dropped; they have no second derivative at $Q=P=0$ and so cannot alter the linear response above the second transition. The term $R^2P^2$ can alter it, and its size is estimated below. The treatment is mean field, apart from an estimate of fluctuations near the end.

The polarization can be eliminated first. Setting $\partial F/\partial P=0$ gives

$$
P=X(E-gRQ).
$$

The terms containing $P$ are $P^2/(2X)-P(E-gRQ)$. With this value of $P$ they become $\tfrac12X(E-gRQ)^2-X(E-gRQ)^2$, that is,

$$
-\tfrac12X(E-gRQ)^2=-\tfrac12Xg^2R^2Q^2+XgRQE-\tfrac12XE^2 .
$$

The first term on the right lowers the biquadratic coefficient from $c$ to

$$
\tilde c=c-Xg^2,
$$

and the second shows that the field acts on the product $RQ$.

At $E=0$ the energy depends on $u=R^2\ge0$ and $v=Q^2\ge0$:

$$
F=\tfrac12a_Ru+\tfrac12a_Qv+\tfrac14\left(b_Ru^2+2\tilde c\,uv+b_Qv^2\right).
$$

If $b_Rb_Q>\tilde c^2$, the quadratic form is positive definite and $F$ is strictly convex in $(u,v)$. It then has a single minimum in the allowed quadrant, and this minimum moves continuously with temperature. No jump can occur under this condition.

Between the transitions the minimum lies at $v=0$ and

$$
R^2=\frac{\alpha_R(T_R-T)}{b_R}.
$$

It remains the minimum as long as a small tilt costs energy, that is, while the tilt stiffness

$$
A(T)=a_Q+\tilde cR^2=\alpha_Q(T-T_Q)+\frac{\tilde c\,\alpha_R}{b_R}(T_R-T)
$$

is positive. This is a linear function of temperature with slope

$$
s=\alpha_Q-\frac{\tilde c\,\alpha_R}{b_R}.
$$

At $T_R$ its value is $\alpha_Q(T_R-T_Q)>0$. If $s>0$, it therefore falls to zero on cooling at

$$
T_c=T_R-\frac{\alpha_Q(T_R-T_Q)}{s},\qquad A=s(T-T_c).
$$

We assume that $T_c$ is positive. The rotation amplitude at that point, $R_c=R(T_c)$, satisfies

$$
R_c^2=\frac{\alpha_R(T_R-T_c)}{b_R}=\frac{\alpha_R\alpha_Q(T_R-T_Q)}{b_Rs}.
$$

Now apply a small field at a temperature between $T_c$ and $T_R$. With a nonzero $R$ frozen in, the trilinear term $gRQP$ is a bilinear coupling of $Q$ and $P$: in the rotated crystal the two have the same symmetry. The equilibrium conditions are

$$
a_RR+b_RR^3+\tilde cRQ^2+XgQE=0,\qquad a_QQ+b_QQ^3+\tilde cR^2Q+XgRE=0.
$$

Since $Q$ is itself of first order in $E$, the last two terms of the first equation are of second order, and $R$ keeps its zero-field value to first order. The second equation reduces to $AQ=-XgRE$. Inserting this $Q$ in $P=XE-XgRQ$ gives

$$
P=XE+\frac{X^2g^2R^2}{A}E .
$$

The two minus signs cancel, so the tilt always adds to the response here, whatever the sign of $g$ or $R$. Dividing by $\varepsilon_0E$,

$$
\chi=\chi_b+\frac{X^2g^2R^2(T)}{\varepsilon_0s(T-T_c)} .
$$

The rotation still depends on temperature. Writing $R^2(T)=R_c^2-(\alpha_R/b_R)(T-T_c)$ separates the divergent part from a constant:

$$
\chi=\chi_b-\frac{C\alpha_R}{b_RR_c^2}+\frac{C}{T-T_c},\qquad
C=\frac{X^2g^2R_c^2}{\varepsilon_0s}.
$$

Within this model, this is a Curie–Weiss law over the whole interval between the transitions. The permittivity $\varepsilon=1+\chi$ diverges at $T_c$ with a Curie constant proportional to the squared rotation amplitude. The amplitude meant is the one at $T_c$, not the one found at low temperature, and the proportionality holds when $R_c$ is changed at fixed $X$, $g$ and $s$. A shift of $T_R$ alone does this, because $T_R$ does not enter $s$.

The origin of the divergence is indirect. The field displaces the tilt through the lever $XgR$, the soft tilt responds strongly, and the tilt produces polarization through the same lever. The lever acts twice, hence the square. For the same reason, domains with $+R$ and $-R$ have equal susceptibilities, although for a given tilt their polarizations are opposite.

Just below $T_c$ both amplitudes are nonzero, and at $E=0$

$$
a_R+b_RR^2+\tilde cQ^2=0,\qquad a_Q+b_QQ^2+\tilde cR^2=0.
$$

Solving the first for $R^2$ and inserting it in the second gives

$$
s(T-T_c)+b'Q^2=0,\qquad b'=b_Q-\frac{\tilde c^2}{b_R},
$$

because $a_Q-\tilde ca_R/b_R$ is the same linear function $s(T-T_c)$ as before. Thus $Q^2=s(T_c-T)/b'$, and the spontaneous polarization $P=-XgRQ$ grows as $(T_c-T)^{1/2}$ near $T_c$, with a sign set by the domain. These formulas hold while $R$ stays nonzero. It does so at all lower temperatures if $\alpha_Rb_Q\ge\tilde c\,\alpha_Q$, as in the numerical example below; otherwise the growing tilt can suppress the rotation, and the polarization with it.

In this phase the field changes $R$ as well as $Q$. Using the equilibrium conditions, the second derivatives of the energy are $\partial^2F/\partial R^2=2b_RR^2$, $\partial^2F/\partial Q^2=2b_QQ^2$ and $\partial^2F/\partial R\,\partial Q=2\tilde cRQ$. The field term $XgRQE$ has the gradient $XgE(Q,R)$, so the changes obey

$$
\begin{pmatrix}2b_RR^2&2\tilde cRQ\\2\tilde cRQ&2b_QQ^2\end{pmatrix}
\begin{pmatrix}\delta R\\\delta Q\end{pmatrix}
=-XgE\begin{pmatrix}Q\\R\end{pmatrix}.
$$

The determinant is $4R^2Q^2(b_Rb_Q-\tilde c^2)$. Inverting the matrix and using $\delta P=XE-Xg(Q\,\delta R+R\,\delta Q)$ yields

$$
\chi-\chi_b=\frac{X^2g^2}{\varepsilon_0}\,
\frac{b_QQ^4-2\tilde cR^2Q^2+b_RR^4}{2R^2Q^2(b_Rb_Q-\tilde c^2)} .
$$

Close to $T_c$ the term $b_RR^4$ dominates the numerator. Since $b_Rb_Q-\tilde c^2=b_Rb'$, the fraction tends to $R_c^2/(2b'Q^2)=R_c^2/[2s(T_c-T)]$, and

$$
\chi-\chi_b\to\frac{C}{2(T_c-T)} .
$$

The factor of two between the two sides requires that $R$ follow the field; with $R$ held at its zero-field value, the factor would be $2b_Q/b'$. The strain absorbed in the quartic coefficients must follow too; at frequencies too high for the sample to deform, the factor can exceed two.

The case $T_R=T_Q$ shows what the sequence of transitions contributes. Then $T_c=T_R$ and $R_c=0$, so $C$ vanishes and $\chi=\chi_b$ down to the transition. Below it, provided that $\alpha_Rb_Q>\tilde c\,\alpha_Q$ as well as $s>0$, both $R^2$ and $Q^2$ are proportional to $T_c-T$. The fraction in the last formula but one is then independent of temperature: the susceptibility makes a finite step instead of diverging, and $|P|$ grows linearly. This is the improper limit. The divergence needs one of the two angles to be finite already when the other becomes soft; here the finite one is the rotation.

For a numerical example, take round parameters: $T_R=1000$ K, $T_Q=800$ K, $\chi_b=40$, $\alpha_R=\alpha_Q=0.006$ meV/(nm³ K deg²), $b_R=b_Q=0.04$ and $c=0.020$ meV/(nm³ deg⁴), and $g=15$ kV/(cm deg²). Angles are in degrees, fields in kV/cm and polarizations in µC/cm². A field–polarization product is converted to meV/nm³ by the factor $k=0.006242$, which therefore multiplies $Xg^2$ in $\tilde c$ and $X^2g^2$ in $C$. With $\varepsilon_0=8.854\times10^{-5}$ µC/cm² per kV/cm, the lever is $Xg=0.05313$ µC/(cm² deg²). Then

$$
\tilde c=0.020-0.004974=0.015026,\qquad
s=0.006-0.015026\times\frac{0.006}{0.04}=0.003746,
$$

in the units of $c$ and $\alpha_Q$. The second transition lies at

$$
T_c=1000-\frac{0.006\times200}{0.003746}\approx680\ \text{K},
$$

where $R_c^2=0.15\times320.3=48.05$ deg², or $R_c=6.9^\circ$. The Curie constant is

$$
C=\frac{0.006242\times(0.05313)^2\times48.05}{8.854\times10^{-5}\times0.003746}\approx2550\ \text{K}.
$$

The constant part of $\chi$ is $40-8=32$. Minimizing the full energy in all three variables with a small field, and differentiating $P$ numerically, gives permittivities of 543, 288, 84 and 59 at 5, 10, 50 and 100 K above $T_c$, in agreement with the law. The constant part matters when data are read: $1/\chi=(T-T_c)/[C+32(T-T_c)]$ is a straight line only for $T-T_c$ well below $C/32\approx80$ K.

At 0.5 K on either side of $T_c$, the ratio of the two values of $\chi-\chi_b$ is 1.996, close to the limiting 2. Going from 0.5 to 2 K below $T_c$ raises $|P|$ by a factor 2.003, as the square root requires. At 300 K the angles are $9.5^\circ$ and $6.4^\circ$, the polarization is 3.2 µC/cm², and $\chi$ has fallen to 45.

The proportionality can be tested by changing $T_R$ with all other parameters held fixed. The Curie constants below come from the temperature slope of $1/\chi$, computed from the second derivatives of the full energy, not from the formula for $C$.

| $T_R$ (K) | $T_c$ (K) | $R_c^2$ (deg²) | $C$ (K) |
|---|---|---|---|
| 810 | 794 | 2.40 | 128 |
| 900 | 740 | 24.0 | 1276 |
| 1000 | 680 | 48.1 | 2552 |
| 1100 | 619 | 72.1 | 3828 |

The quotient $C/R_c^2$ stays at 53.1 K/deg² over a thirtyfold range of $R_c^2$. The first row is close to the improper limit: the divergence remains, but its Curie constant is twenty times smaller than in the third row.

The continuity condition is a real restriction. With $\alpha_Q=0.009$ and $c=0.047$ in the same units, $\tilde c=0.0420$ and $\tilde c^2$ exceeds $b_Rb_Q=0.0016$. The lowest minimum at 410 K has a rotation of $9.4^\circ$ and no tilt; at 390 K it has a tilt of $9.6^\circ$ and no rotation. The energies of the two pure phases, $-a_R^2/(4b_R)$ and $-a_Q^2/(4b_Q)$, cross at 400 K, where the stable phase changes from one to the other. Each phase remains a local minimum beyond that point, the rotated one down to 332 K and the tilted one up to 453 K, so the actual jump can be delayed and show hysteresis. Neither phase is polar.

Omitted energy terms can affect $C$ noticeably. Two of them are sized here; the terms $R^3QP$ and $R^4Q^2$, which are also allowed, are not. If a term in $R^2P^2$ stiffens the background by an assumed 10% at $R^2=48$ deg², then $X$, $T_c$ and $s$ all change, and $C$ falls by 13%. A sixth-order rotation energy makes $R^2$ nonlinear in temperature, so that the slope becomes $s=\alpha_Q+\tilde c\,dR^2/dT$, taken at $T_c$. If its force is 20% of the quartic force at the same amplitude, $T_c$ rises to 704 K, $R_c^2$ drops to 38 deg² and $C$ to 1775 K, a reduction of 30%. About 20% is lost through $R_c^2$ and the rest through a larger $s$. Since $s$ now depends on $R_c$, strict proportionality is lost too. Quantum saturation is a smaller matter: replacing $T$ in both stiffnesses by $\theta\coth(\theta/T)$ with an assumed $\theta=150$ K moves $T_c$ to about 668 K and raises $C$ by 1.7%.

The divergence is also rounded. At $T_c$ the linear tilt stiffness vanishes, and for a weak field the balance is $b'|Q|^3=Xg|R_cE|$, so the induced polarization grows as $E^{1/3}$ and $P/(\varepsilon_0E)$ stays finite. At 1 kV/cm this ratio is about 1700, the value that $C/(T-T_c)$ reaches 1.5 K above $T_c$. The differential susceptibility under such a bias is smaller, because the derivative of $E^{1/3}$ brings a factor $1/3$: it is about 600 at $T_c$ and peaks near 750 about 2 K higher.

Thermal fluctuations of the tilt set another limit. Let a gradient energy give a tilt wave of wavevector $q$ the stiffness $sT_c(t+\xi_0^2q^2)$, with $t=(T-T_c)/T_c$. Each wave contributes $\tfrac12k_BT\ln(t+\xi_0^2q^2)$ to the free energy, apart from terms without a singular part. Two temperature derivatives give the leading fluctuation heat capacity per volume,

$$
\frac{k_B}{2}\int\frac{d^3q}{(2\pi)^3}\frac{1}{(t+\xi_0^2q^2)^2}=\frac{k_B}{16\pi\xi_0^3\sqrt t}.
$$

The mean-field energy gained below $T_c$ is $-s^2(T-T_c)^2/(4b')$, which gives a heat-capacity jump $s^2T_c/(2b')=1.61\,k_B$ per nm³. The two are equal 6.6 K above $T_c$ for $\xi_0=0.5$ nm, and 0.1 K above it for $\xi_0=1$ nm. Below $T_c$ the tilt stiffness is $2s(T_c-T)$, and the same estimate gives distances eight times larger. This estimate treats the fluctuations as isotropic and leaves out the electric fields they create. Those fields stiffen tilt waves running along the polar axis, here by the equivalent of about 60 K if the transverse permittivity is taken as 41, and they move the 6.6 K crossing to about 0.4 K. The heat capacity is also a lenient criterion for $C$. Fluctuations add $3b'\langle Q^2\rangle$ to the tilt stiffness, and to first order this changes its temperature slope by three times the ratio of fluctuation heat capacity to jump. At 40 K above $T_c$ the relative change is about 1.2 for $\xi_0=0.5$ nm and 0.15 for $\xi_0=1$ nm, or 1.0 and 0.12 with the electric fields included. For the shorter length the mean-field $C$ is therefore not recovered even tens of kelvin above $T_c$; for the longer one it is recovered there only to 10–20%. A fit in that range must also include the constant part of $\chi$ as a free parameter: in this example, a straight line through $1/\chi$ between 20 and 60 K above $T_c$ would give about 5650 K instead of 2550 K.

The angles, polarization and transition temperatures chosen here lie in the rough range of double-layer Ruddlesden–Popper oxides, but they do not represent a particular compound. The Curie constant is small beside the roughly $10^5$ K of displacive perovskite ferroelectrics. The sequence treated here is a model case: the well-studied polar members of that family are reported to leave the polar phase in first-order transitions, to phases with other rotation or tilt patterns that a model with one rotation and one tilt does not contain. Even where the sequence holds, the second transition need not be continuous, as assumed here. If a first-order jump came 10 K above the $T_c$ of this example, the permittivity would stop rising at about 290; if it came 50 K above, at about 84. Conduction at 680 K is a further obstacle. An assumed conductivity of $10^{-5}$ S/m adds an imaginary permittivity $\sigma/(2\pi f\varepsilon_0)$ of 180 at 1 kHz, comparable with the signal, but 0.18 at 1 MHz. For a sample with that conductivity the higher frequency is the better choice, provided that the tilt still follows the field. Below $T_c$ the crystal is piezoelectric, and a millimetre-sized sample has mechanical resonances in roughly this frequency range, so the strain may no longer follow there.

## Computed results

```
T_R = 1000 K, T_Q = 800 K, chi_b = 40
alpha_R = 0.006, alpha_Q = 0.006 meV/(nm^3 K deg^2)
b_R = 0.04, b_Q = 0.04, c = 0.02 meV/(nm^3 deg^4)
g = 15 kV/(cm deg^2)
k = 0.006242 meV/nm^3 per (kV/cm uC/cm^2)
eps0 = 8.8542e-05, X = 3.5417e-03 uC/cm^2 per kV/cm
X*g = 0.05313 uC/(cm^2 deg^2)
k*X*g^2 = 0.004974 meV/(nm^3 deg^4)
effective c = 0.015026 meV/(nm^3 deg^4)
effective tilt quartic = 0.03436 meV/(nm^3 deg^4)
slope = 0.003746 meV/(nm^3 K deg^2)
Tc formula = 679.66 K, from Hessian = 679.66 K
R(Tc)^2 = 48.05 deg^2, R(Tc) = 6.93 deg
Curie constant formula = 2551.9 K, numeric = 2551.9 K
background shift = 7.97, background = 32.03
T-Tc = 5 K: chi = 542.41, permittivity = 543.41
T-Tc = 10 K: chi = 287.22, permittivity = 288.22
T-Tc = 50 K: chi = 83.07, permittivity = 84.07
T-Tc = 100 K: chi = 57.55, permittivity = 58.55
T-Tc = 300 K: chi = 40.54, permittivity = 41.54
above/below ratio of chi-chi_b at 0.5 K = 1.996
|P| ratio, 2 K to 0.5 K below Tc = 2.0034
300 K: |R| = 9.46 deg, |Q| = 6.43 deg
300 K: |P| = 3.23 uC/cm^2, chi = 45.42
T_R 810 K: Tc 794.0 K, R^2 2.40 deg^2, C 127.6 K, C/R^2 53.108 K/deg^2
T_R 900 K: Tc 739.8 K, R^2 24.03 deg^2, C 1276.0 K, C/R^2 53.109 K/deg^2
T_R 1000 K: Tc 679.7 K, R^2 48.05 deg^2, C 2551.9 K, C/R^2 53.109 K/deg^2
T_R 1100 K: Tc 619.5 K, R^2 72.08 deg^2, C 3827.9 K, C/R^2 53.109 K/deg^2
fitted power of C in R^2 = 1.00000
jump example: effective c = 0.04203 meV/(nm^3 deg^4)
jump example 410 K: |R| 9.41, |Q| 0.00 deg
jump example 390 K: |R| 0.00, |Q| 9.60 deg
Neglected effects (assumed rough strengths):
10% stiffer background at R^2=48.1 deg^2: Tc 673.7 K, C 2219.2 K (-13.0%)
R^6 force 20% of R^4 force there: Tc 704.1 K, R^2 38.28 deg^2, C 1775.0 K (-30.4%)
quantum saturation, theta 150 K: Tc 668.5 K, C 2595.0 K (+1.7%)
1 kV/cm at Tc: P/(eps0 E) = 1726, equals C/(T-Tc) at 1.48 K
heat capacity jump = 0.1388 meV/(nm^3 K) = 1.61 k_B/nm^3
fluctuation interval, xi0 = 0.5 nm: 6.64 K
fluctuation interval, xi0 = 1.0 nm: 0.10 K
loss permittivity, 1e-05 S/m, 1e+03 Hz: 179.75
loss permittivity, 1e-05 S/m, 1e+06 Hz: 0.18
```
